**Counting electrons in a region of a Slater determinant**

The program tests $\langle e^{i\lambda N_A}\rangle=\det[1+(e^{i\lambda}-1)C]$, where $N_A$ is the electron number in region $A$ and $C$ is the overlap matrix of the occupied spin orbitals over $A$. It also tests $\mathrm{Var}\,N_A=\tfrac12\sum_{B\ne A}\delta(A,B)$, with $\delta(A,B)=-2\,\mathrm{Cov}(N_A,N_B)$. For three same-spin fermions on a ring, it integrates $|\Psi|^2$ directly and asserts agreement with the formulas for the characteristic function, four cumulants, the covariances and smooth weights. For N$_2$ (restricted Hartree–Fock, cc-pVTZ, 2.1 bohr), it asserts on a grid that the density rises toward the nucleus in one half of space (the other half follows by symmetry), leaving out points very near the nucleus and points of very low density. It also asserts that the number of eigenvalues of the half-space overlap matrix equal to ½ is the number of mirror-even minus mirror-odd occupied orbitals, which comes out as three. The output gives a delocalization index of 3.037 and a variance of 1.519 for the electron number of one atom. Metropolis sampling of the one-spin determinant gives a variance of 0.758 ± 0.007, against 0.759 from the formula, and the program asserts agreement within five standard errors.

## Numerical check

```python
"""
Counting statistics of electrons in a region A for one Slater determinant.
Result under test:
    <exp(i lam N_A)> = det(1 + (exp(i lam) - 1) C),
    C_ij = integral over A of conj(phi_i) phi_j  (occupied spin orbitals),
    Var N_A = Tr C(1-C) = (1/2) sum over B != A of delta(A,B),
    delta(A,B) = -2 Cov(N_A, N_B) = 2 Tr(C_A C_B).
Part 1: three same-spin fermions on a ring, |Psi|^2 integrated directly.
Part 2: N2, restricted Hartree-Fock, atoms = the two halves of space.
For a closed shell, s is the overlap matrix of the spatial orbitals in a half.
"""
import itertools
import numpy as np
from pyscf import gto, scf


def cumulants_from_matrix(c):
    """First four cumulants from traces of powers of the overlap matrix."""
    c2 = c @ c
    t1, t2 = np.trace(c).real, np.trace(c2).real
    t3, t4 = np.trace(c2 @ c).real, np.trace(c2 @ c2).real
    return np.array([t1, t1 - t2, t1 - 3*t2 + 2*t3,
                     t1 - 7*t2 + 12*t3 - 6*t4])


def cumulants_from_distribution(values, prob):
    """First four cumulants from the moments of a distribution."""
    mean = np.sum(prob * values)
    m2, m3, m4 = [np.sum(prob * (values - mean)**k) for k in (2, 3, 4)]
    return np.array([mean, m2, m3, m4 - 3*m2**2])


# ---------------- Part 1: ring of unit length, direct integration ----------
wave_numbers = np.array([0, 1, 3])
edges = np.array([0.0, 0.20, 0.55, 1.0])
nodes, node_weights = np.polynomial.legendre.leggauss(14)
x, wx, region = [], [], []
for r in range(3):
    length = edges[r + 1] - edges[r]
    x.append(edges[r] + length * (nodes + 1) / 2)
    wx.append(length * node_weights / 2)
    region.append(np.full(len(nodes), r))
x, wx, region = map(np.concatenate, (x, wx, region))
phi = np.exp(2j * np.pi * np.outer(x, wave_numbers))
i1, i2, i3 = np.meshgrid(*[np.arange(len(x))] * 3, indexing="ij")
triples = np.stack([i1.ravel(), i2.ravel(), i3.ravel()], axis=1)
psi = np.zeros(len(triples), dtype=complex)
for perm in itertools.permutations(range(3)):
    sign = round(np.linalg.det(np.eye(3)[list(perm)]))
    psi += sign * (phi[triples[:, 0], perm[0]] * phi[triples[:, 1], perm[1]]
                   * phi[triples[:, 2], perm[2]])
prob = np.abs(psi)**2 / 6 * np.prod(wx[triples], axis=1)
assert abs(prob.sum() - 1) < 1e-10
counts = np.stack([(region[triples] == r).sum(axis=1) for r in range(3)])

# overlap matrices from the closed-form integrals of the plane waves
diff = wave_numbers[None, :] - wave_numbers[:, None]
safe = np.where(diff == 0, 1, diff)
C = []
for r in range(3):
    a, b = edges[r], edges[r + 1]
    off = (np.exp(2j*np.pi*safe*b) - np.exp(2j*np.pi*safe*a)) / (2j*np.pi*safe)
    C.append(np.where(diff == 0, b - a, off))

one3 = np.eye(3)
for lam in (0.4, 1.7, 3.0):
    direct = np.sum(prob * np.exp(1j * lam * counts[0]))
    assert abs(direct - np.linalg.det(one3 + (np.exp(1j*lam)-1)*C[0])) < 1e-9
lams = np.array([0.3, 1.1, -0.8])
direct = np.sum(prob * np.exp(1j * (lams @ counts)))
joint = np.linalg.det(sum(np.exp(1j * l) * c for l, c in zip(lams, C)))
assert abs(direct - joint) < 1e-9

for r in range(3):
    assert np.allclose(cumulants_from_distribution(counts[r], prob),
                       cumulants_from_matrix(C[r]), atol=1e-9)
means = counts @ prob
cov = (counts * prob) @ counts.T - np.outer(means, means)
delta_ring = np.array([[2*np.trace(p @ q).real for q in C] for p in C])
for r in range(3):
    others = [q for q in range(3) if q != r]
    for q in others:
        assert abs(-2*cov[r, q] - delta_ring[r, q]) < 1e-9
    assert abs(cov[r, r] - 0.5*delta_ring[r, others].sum()) < 1e-9
    localized = np.trace(C[r] @ C[r]).real
    assert abs(means[r] - localized - 0.5*delta_ring[r, others].sum()) < 1e-9

# smooth weight w(x) = cos^2(pi x) in place of a sharp region
w_tri = np.cos(np.pi * x[triples])**2
M1 = 0.5*(diff == 0) + 0.25*(abs(diff) == 1)
M2 = 0.375*(diff == 0) + 0.25*(abs(diff) == 1) + 0.0625*(abs(diff) == 2)
w_sum = w_tri.sum(axis=1)
var_weight = np.sum(prob*w_sum**2) - np.sum(prob*w_sum)**2
assert abs(var_weight - (np.trace(M2) - np.trace(M1 @ M1))) < 1e-9
# random assignment: each electron belongs to the atom with probability w
p_assigned = np.zeros(4)
for choice in itertools.product((0, 1), repeat=3):
    chance = np.prod(np.where(np.array(choice) == 1, w_tri, 1 - w_tri), axis=1)
    p_assigned[sum(choice)] += np.sum(prob * chance)
var_assigned = cumulants_from_distribution(np.arange(4), p_assigned)[1]
assert abs(var_assigned - np.trace(M1 - M1 @ M1)) < 1e-9
spread = np.sum(prob * (w_tri*(1 - w_tri)).sum(axis=1))
assert abs(var_assigned - var_weight - spread) < 1e-9
z = np.exp(0.9j)
assert abs(np.sum(p_assigned * z**np.arange(4))
           - np.linalg.det(one3 + (z - 1)*M1)) < 1e-9

# ---------------- Part 2: N2 split by its midplane -------------------------
bond = 2.1                                   # bohr, chosen
half = bond / 2
mol = gto.M(atom=[["N", (0, 0, half)], ["N", (0, 0, -half)]], unit="Bohr",
            basis="cc-pvtz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
energy = mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
orb = mf.mo_coeff[:, :nocc]

# prolate spheroidal quadrature of the half space z > 0
t, wt = np.polynomial.legendre.leggauss(80)
t, wt = (t + 1)/2, wt/2
mu, wmu = 1 + 15*t**2, 30*t*wt
nphi = 6
MU, NU, PHI = np.meshgrid(mu, t, 2*np.pi*np.arange(nphi)/nphi, indexing="ij")
rad = half * np.sqrt((MU**2 - 1)*(1 - NU**2))
pts = np.stack([rad*np.cos(PHI), rad*np.sin(PHI), half*MU*NU], -1).reshape(-1, 3)
vol = (half**3 * (MU**2 - NU**2) * wmu[:, None, None] * wt[None, :, None]
       * 2*np.pi/nphi).ravel()
upper = mol.eval_gto("GTOval_sph", pts) @ orb
lower = mol.eval_gto("GTOval_sph", pts * np.array([1, 1, -1])) @ orb
sA = upper.T @ (vol[:, None]*upper)
sB = lower.T @ (vol[:, None]*lower)
closure = np.abs(sA + sB - np.eye(nocc)).max()
assert closure < 1e-6

# the density rises toward the nucleus of its own half (no other attractor)
plane = pts.reshape(80, 80, nphi, 3)[:, :, 0].reshape(-1, 3)
ao = mol.eval_gto("GTOval_sph_deriv1", plane)
mo = ao @ orb
rho = 2*np.sum(mo[0]**2, axis=1)
grad = 4*np.einsum("pi,xpi->px", mo[0], mo[1:])
to_nucleus = np.array([0, 0, half]) - plane
checked = (rho > 1e-6) & (np.linalg.norm(to_nucleus, axis=1) > 0.01)
assert np.all(np.sum(grad*to_nucleus, axis=1)[checked] > 0)

# statistics of all 14 electrons: two equal spin blocks
C_full = np.kron(np.eye(2), sA)
kappa = cumulants_from_matrix(C_full)
delta = 4*np.trace(sA @ sB)
localization = 2*np.trace(sA @ sA)
assert abs(kappa[1] - delta/2) < 1e-5
nel = mol.nelectron
lam_grid = 2*np.pi*np.arange(nel + 1)/(nel + 1)
chi = np.array([np.linalg.det(np.eye(nel) + (np.exp(1j*l) - 1)*C_full)
                for l in lam_grid])
n = np.arange(nel + 1)
P = (np.exp(-1j*np.outer(n, lam_grid)) @ chi).real/(nel + 1)
p_eig = np.linalg.eigvalsh(sA)
P_independent = np.array([1.0])
for p in np.concatenate([p_eig, p_eig]):
    P_independent = np.convolve(P_independent, [1 - p, p])
assert np.allclose(P, P_independent, atol=1e-10)
assert np.allclose(cumulants_from_distribution(n, P), kappa, atol=1e-7)

# mirror parity of the occupied space and the decomposition of delta
cross = upper.T @ (vol[:, None]*lower)
parity, U = np.linalg.eigh(cross + cross.T)
assert np.allclose(abs(parity), 1, atol=1e-5)
even, odd = U[:, parity > 0], U[:, parity < 0]
n_even, n_odd = even.shape[1], odd.shape[1]
sigma = np.linalg.svd(2*even.T @ sA @ odd, compute_uv=False)
extra = 2*np.sum(1 - sigma**2)
assert abs(delta - (n_even - n_odd + extra)) < 1e-5
n_half = int(np.sum(abs(p_eig - 0.5) < 1e-5))
assert n_half == n_even - n_odd

# Metropolis sampling of |determinant|^2 for one spin, electrons counted
rng = np.random.default_rng(7)
walkers, burn, sweeps = 1000, 80, 220
side = np.tile([1., -1., 1., -1., 1., -1., 1.], (walkers, 1))
side[:, 6] = rng.choice([-1., 1.], walkers)
pos = 0.7*rng.normal(size=(walkers, nocc, 3))
pos[:, :, 2] += half*side
mat = (mol.eval_gto("GTOval_sph", pos.reshape(-1, 3)) @ orb)
mat = mat.reshape(walkers, nocc, nocc)
det_old = np.linalg.det(mat)
square_sum = np.zeros(walkers)
for sweep in range(sweeps):
    step = 0.3 if sweep % 2 else 0.8
    for e in range(nocc):
        trial = pos[:, e] + step*rng.normal(size=(walkers, 3))
        new = mat.copy()
        new[:, e] = mol.eval_gto("GTOval_sph", trial) @ orb
        det_new = np.linalg.det(new)
        ok = rng.random(walkers)*det_old**2 < det_new**2
        pos[ok, e], mat[ok], det_old[ok] = trial[ok], new[ok], det_new[ok]
    if sweep >= burn:
        square_sum += ((pos[:, :, 2] > 0).sum(axis=1) - nocc/2)**2
per_walker = square_sum/(sweeps - burn)
var_mc = per_walker.mean()
err_mc = per_walker.std(ddof=1)/np.sqrt(walkers)
var_spin = np.trace(sA - sA @ sA)
assert err_mc < 0.03
assert abs(var_mc - var_spin) < 5*err_mc     # five standard errors

# ---------------- printed numbers ------------------------------------------
print("RING: 3 same-spin fermions, wave numbers", wave_numbers.tolist())
print("region edges (ring length = 1):", edges.tolist())
for r in range(3):
    print(f"region {r+1}: mean {means[r]:.4f}, variance {cov[r, r]:.4f} electrons^2")
for r, q in ((0, 1), (0, 2), (1, 2)):
    print(f"delta({r+1},{q+1}) = {delta_ring[r, q]:.4f}")
print(f"smooth weight: variance of sum of w = {var_weight:.4f}")
print(f"smooth weight: mean of sum w(1-w)   = {spread:.4f}")
print(f"smooth weight: random-assignment variance = {var_assigned:.4f}")
print(f"N2 RHF/cc-pVTZ, bond length {bond:.2f} bohr")
print(f"total energy = {energy:.6f} hartree")
print(f"largest error of s_A + s_B = 1: {closure:.1e}")
print("eigenvalues of s_A:", " ".join(f"{p:.5f}" for p in p_eig))
print(f"mirror-even / mirror-odd occupied orbitals: {n_even} / {n_odd}")
print(f"eigenvalues equal to 1/2: {n_half}")
print("singular values sigma:", " ".join(f"{v:.5f}" for v in sigma))
print(f"2 sum(1 - sigma^2) = {extra:.4f}")
print(f"mean electron number of one atom = {kappa[0]:.4f}")
print(f"variance of that number = {kappa[1]:.4f} electrons^2")
print(f"standard deviation = {np.sqrt(kappa[1]):.4f} electrons")
print(f"delocalization index delta(N,N) = {delta:.4f}")
print(f"localization index of one atom = {localization:.4f}")
print(f"fourth cumulant = {kappa[3]:.4f} electrons^4")
print(f"variance for 14 independent 50:50 electrons = {nel/4:.4f} electrons^2")
for k in range(3, 12):
    print(f"P({k} electrons on one atom) = {P[k]:.5f}")
print(f"one-spin variance, determinant formula = {var_spin:.4f} electrons^2")
print(f"one-spin variance, sampled = {var_mc:.4f} +- {err_mc:.4f} electrons^2")
print("success")
```

Output:

```
RING: 3 same-spin fermions, wave numbers [0, 1, 3]
region edges (ring length = 1): [0.0, 0.2, 0.55, 1.0]
region 1: mean 0.6000, variance 0.3438 electrons^2
region 2: mean 1.0500, variance 0.4879 electrons^2
region 3: mean 1.3500, variance 0.5221 electrons^2
delta(1,2) = 0.3096
delta(1,3) = 0.3780
delta(2,3) = 0.6662
smooth weight: variance of sum of w = 0.2500
smooth weight: mean of sum w(1-w)   = 0.3750
smooth weight: random-assignment variance = 0.6250
N2 RHF/cc-pVTZ, bond length 2.10 bohr
total energy = -108.980311 hartree
largest error of s_A + s_B = 1: 1.9e-10
eigenvalues of s_A: 0.00001 0.00466 0.50000 0.50000 0.50000 0.99534 0.99999
mirror-even / mirror-odd occupied orbitals: 5 / 2
eigenvalues equal to 1/2: 3
singular values sigma: 0.99999 0.99068
2 sum(1 - sigma^2) = 0.0371
mean electron number of one atom = 7.0000
variance of that number = 1.5186 electrons^2
standard deviation = 1.2323 electrons
delocalization index delta(N,N) = 3.0371
localization index of one atom = 5.4814
fourth cumulant = -0.7319 electrons^4
variance for 14 independent 50:50 electrons = 3.5000 electrons^2
P(3 electrons on one atom) = 0.00015
P(4 electrons on one atom) = 0.01620
P(5 electrons on one atom) = 0.09433
P(6 electrons on one atom) = 0.23380
P(7 electrons on one atom) = 0.31105
P(8 electrons on one atom) = 0.23380
P(9 electrons on one atom) = 0.09433
P(10 electrons on one atom) = 0.01620
P(11 electrons on one atom) = 0.00015
one-spin variance, determinant formula = 0.7593 electrons^2
one-spin variance, sampled = 0.7583 +- 0.0068 electrons^2
success
```
